# Why mid-barrier traps dominate low-bias sequential trap-assisted tunnelling

**Question.** A gate insulator separates a two-dimensional channel from its gate. It is many tunnelling decay lengths thick and contains evenly spread traps, and an electron can leak through by hopping from one electrode to a trap and then from the trap to the other electrode. A trap close to an electrode exchanges electrons with that electrode very quickly. Why, then, at low bias, is most of this leakage carried by traps near the middle of the barrier, and how thick is the layer that matters?

**Answer.**

### The mechanism: two hops, one current

Take a rectangular barrier between $x=0$ (left electrode) and $x=d$ (right electrode), with a trap at depth $x$. The trap level lies an energy $\phi$ below the top of the barrier. Under the barrier, an electron wavefunction at the trap energy obeys

$$
-\frac{\hbar^2}{2m}\psi''+\phi\,\psi=0,
\qquad\text{so}\qquad
\psi\propto e^{\pm\kappa x},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},
$$

where $m$ is the tunnelling mass. The trap state decays away from the trap, so its amplitude at an electrode a distance $s$ away carries a factor $e^{-\kappa s}$. For weak coupling, the transition rate is proportional to the square of the coupling amplitude and therefore carries $e^{-2\kappa s}$. The two hop rates are

$$
r_L=r_0e^{-2\kappa x},\qquad r_R=r_0e^{-2\kappa(d-x)} .
$$

The prefactor $r_0$ is taken to be the same at both contacts and independent of depth. Together with the flat barrier top, this makes the problem symmetric about the middle of the barrier.

Moving the trap to the left raises $r_L$ and lowers $r_R$ by the same factor. But every electron that crosses must make both hops. The fast hop cannot make up for the slow one: an electron that enters quickly from the left still has to wait for its rare chance to leave to the right, and meanwhile it mostly goes back. The middle is where neither hop is slower than the other.

### From the mechanism to the series formula

Let $n$ be the probability that the trap is occupied, and let $f_L$ and $f_R$ be the Fermi occupations of the electrodes at the trap energy. Consider first a single level that holds at most one electron. The left electrode fills the empty trap at rate $r_Lf_L$ and accepts an electron from the full trap at rate $r_L(1-f_L)$. The net flow from the left into the trap is

$$
r_Lf_L(1-n)-r_L(1-f_L)n=r_L(f_L-n),
$$

because the two terms in $f_Ln$ cancel. The right electrode likewise supplies $r_R(f_R-n)$. In the steady state the two flows add to zero:

$$
r_L(f_L-n)+r_R(f_R-n)=0
\quad\Rightarrow\quad
n=\frac{r_Lf_L+r_Rf_R}{r_L+r_R}.
$$

The current, counted as positive when electrons move from left to right, is $q$ times the flow from the left:

$$
I=qr_L(f_L-n)
=qr_L\,\frac{(r_L+r_R)f_L-r_Lf_L-r_Rf_R}{r_L+r_R}
=q\,r_s\,(f_L-f_R),
$$

$$
r_s=\frac{r_Lr_R}{r_L+r_R},
\qquad
\frac1{r_s}=\frac1{r_L}+\frac1{r_R}.
$$

The inverse rates add like resistances in series. If one rate is much smaller than the other, $r_s$ is close to the smaller one.

### What low bias contributes

Let the left Fermi level lie $qV$ above the right one, and write $f(\varepsilon)=1/(1+e^{\varepsilon/kT})$ for a level at energy $\varepsilon$ above a Fermi level. Its derivative is $-f(1-f)/kT$. To first order in $V$,

$$
f_L-f_R\approx\frac{qV}{kT}\,f(1-f),
\qquad
I\approx\frac{q^2V}{kT}\,f(1-f)\,r_s .
$$

The bias also tilts the barrier and lowers a trap at depth $x$ by $qVx/d$ relative to the left Fermi level. Since the expression already contains one factor of $V$, this shift changes the current only at order $V^2$. At low bias, traps with the same zero-bias energy therefore share the same thermal factor, and their depth enters through $r_s$ alone.

A real trap level may accept either spin but, because of Coulomb repulsion, hold only one electron. Filling then has two channels, and the flow from the left is

$$
r_L\left[2f_L(1-n)-(1-f_L)n\right]=r_L\left[2f_L-(1+f_L)n\right].
$$

Setting the sum of the left and right flows to zero gives $n=2(r_Lf_L+r_Rf_R)/D$ with $D=r_L(1+f_L)+r_R(1+f_R)$. Inserting this, the terms in $r_L^2$ cancel and the flow becomes

$$
\frac{2r_Lr_R\left[f_L(1+f_R)-f_R(1+f_L)\right]}{D}
=\frac{2r_Lr_R(f_L-f_R)}{D}.
$$

At low bias $f_L\approx f_R\approx f$, so $D\approx(1+f)(r_L+r_R)$. The current gains a factor $2/(1+f)$, the same at every depth, and the position profile is unchanged.

### Why the optimum is in the middle

The product of the two rates does not depend on where the trap sits:

$$
r_Lr_R=r_0^2e^{-2\kappa x-2\kappa(d-x)}=r_0^2e^{-2\kappa d}.
$$

The sum of the inverse rates can be written as a square plus a remainder:

$$
\frac1{r_L}+\frac1{r_R}
=\left(\frac1{\sqrt{r_L}}-\frac1{\sqrt{r_R}}\right)^2+\frac2{\sqrt{r_Lr_R}} .
$$

The last term is fixed. The square is never negative and vanishes when $r_L=r_R$, that is, at $x=d/2$. The series resistance is smallest there and the current largest.

For the full profile, measure the depth from the centre, $u=x-d/2$. Then $r_L=r_0e^{-\kappa d}e^{-2\kappa u}$ and $r_R=r_0e^{-\kappa d}e^{2\kappa u}$, so

$$
r_s=\frac{r_0^2e^{-2\kappa d}}{r_0e^{-\kappa d}\left(e^{-2\kappa u}+e^{2\kappa u}\right)}
=\frac{r_0e^{-\kappa d}}{2\cosh(2\kappa u)} .
$$

At the centre $r_s=\tfrac12r_0e^{-\kappa d}$. At a wall of a thick barrier it is close to $r_0e^{-2\kappa d}$, since one hop must then cross the whole insulator. The trap helps most when it divides one long tunnelling step into two equal short ones.

The central optimum does not need a strictly constant prefactor. If the rates carried an extra factor $1/s$, with $s$ the hop length, the quantity to minimise would be $xe^{2\kappa x}+(d-x)e^{2\kappa(d-x)}$. The function $se^{2\kappa s}$ has second derivative $(4\kappa+4\kappa^2s)e^{2\kappa s}>0$, so this symmetric sum is convex and its minimum is again at the centre.

The profile can also be compared with the wave equation itself. For coherent passage through a narrow level, the transmission is $T(E)=\Gamma_L\Gamma_R/[(E-E_0)^2+(\Gamma/2)^2]$, with $\Gamma_{L,R}=\hbar r_{L,R}$ and $\Gamma=\Gamma_L+\Gamma_R$. The area under this peak is $2\pi\Gamma_L\Gamma_R/\Gamma$, which is proportional to $r_s$. Take a barrier with $\kappa=1$ and $d=10$ in dimensionless units ($\hbar^2/2m=1$, barrier height 2, electron energy near 1) and a delta-function well as the trap. Matching wavefunctions and integrating the peak numerically over 20 half-widths on each side gives an area at $x=3.5$ that is 0.0996 of the area at $x=5$. The formula predicts $1/\cosh3=0.0993$.

### How thick the important layer is

One central trap carries more than any other single trap of the same energy. Whether central traps also dominate the total depends on how many traps there are elsewhere. Suppose the density is uniform and the distribution of trap energies is the same at all depths.

The current per trap falls to half its peak where $\cosh(2\kappa u)=2$. The full width at half maximum is therefore

$$
2u=\frac{\operatorname{arccosh}2}{\kappa}\approx\frac{1.32}{\kappa}.
$$

To add up the traps, use $\int dz/\cosh z=\arctan(\sinh z)$, which follows because the derivative of the right side is $\cosh z/(1+\sinh^2z)=1/\cosh z$. With $z=2\kappa u$,

$$
\int_{-w}^{w}\frac{du}{\cosh(2\kappa u)}
=\frac{\arctan[\sinh(2\kappa w)]}{\kappa}.
$$

The share of the current carried within a distance $w$ of the centre is this integral divided by its value at $w=d/2$:

$$
S(w)=\frac{\arctan[\sinh(2\kappa w)]}{\arctan[\sinh(\kappa d)]}.
$$

For a thick barrier, $\kappa d\gg1$, the denominator tends to $\pi/2$. At the half-maximum points $\sinh(2\kappa w)=\sqrt{2^2-1}=\sqrt3$, whose arctangent is $\pi/3$. The layer between them carries two thirds of the current, whatever the value of $\kappa$. The total equals that of a layer of thickness $\pi/(2\kappa)$ in which every trap conducts as well as the central one.

In the opposite limit, $\kappa d\ll1$, both arctangents reduce to their arguments and $S(w)\to2w/d$. Each slice then carries its share by volume and the middle has no special role. At $\kappa d=1$ a trap at the wall still has $1/\cosh1=0.648$ of the central rate. Dominance of the middle is a property of thick barriers.

### Numbers for an HfO2-like insulator

Take $d=4.0$ nm, $\phi=2.0$ eV, $m=0.15$ electron masses, $T=300$ K and $V=10$ mV. These give $\kappa=2.806\ \mathrm{nm^{-1}}$ and $\kappa d=11.22$. The contact rate $r_0=10^{12}\ \mathrm{s^{-1}}$ is a chosen scale; it cancels from all ratios between depths. In the comparison below, the trap level is held midway between the two Fermi levels at every depth, so that $f_L=0.5482$ and $f_R=0.4518$.

| $x$ (nm) | $r_L$ (1/s) | $r_R$ (1/s) | $r_s$/centre | $n$ |
|---|---|---|---|---|
| 0.5 | 6.04e10 | 2.95e3 | 0.00044 | 0.548 |
| 1.0 | 3.65e9 | 4.88e4 | 0.0073 | 0.548 |
| 1.5 | 2.21e8 | 8.07e5 | 0.120 | 0.548 |
| 2.0 | 1.33e7 | 1.33e7 | 1 | 0.500 |
| 3.0 | 4.88e4 | 3.65e9 | 0.0073 | 0.452 |

The trap at 0.5 nm exchanges electrons with the left electrode about 20 million times faster than with the right one. Its occupancy equals $f_L$ to the digits shown: it is in equilibrium with its neighbour and carries almost no current. Between 1.0 and 0.5 nm the rate falls by $e^{-2.806}\approx0.06$, the full exponential factor for a slow hop that is 0.5 nm longer. Between 2.0 and 1.5 nm it falls only to 0.12, twice as much, because at the centre both hops limit the current and $r_s$ is half of either rate.

The central trap carries

$$
I=q\times6.67\times10^6\ \mathrm{s^{-1}}\times0.0964
=1.03\times10^{-13}\ \mathrm{A}.
$$

The half-maximum layer is $1.317/2.806=0.469$ nm thick and carries two thirds of the current of uniformly spread traps. A layer of 0.91 nm, less than a quarter of the insulator, carries 90 percent. These shares are averages over many traps; in a very small device, the few traps that happen to be present decide the current.

Interface traps could still win by number. At 0.5 nm from an electrode, the trap density would have to be about 2300 times the central density for a thin slice there to carry as much as an equally thin slice at the centre. This number assumes the constant prefactor; with the extra factor $1/s$ considered earlier it would be about 4000.

### What the model leaves out

*Direct tunnelling.* An electron may cross without a trap. With transverse wavevector $k$ its decay constant is $\sqrt{\kappa^2+k^2}$. Taking a unit prefactor, both spins and all transverse states, the current density is

$$
J=\frac{2q^2V}{h}\int_0^\infty\frac{k\,dk}{2\pi}e^{-2d\sqrt{\kappa^2+k^2}}
=\frac{2q^2V}{h}\,\frac{e^{-2\kappa d}}{2\pi}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right),
$$

where the substitution $s^2=\kappa^2+k^2$, $k\,dk=s\,ds$ gives the second form. This is $8.0\times10^{-18}\ \mathrm{A/nm^2}$, so one central trap carries as much as direct tunnelling through about $1.3\times10^4\ \mathrm{nm^2}$. The comparison is an estimate and scales with the chosen $r_0$. A two-dimensional channel also offers only a limited range of $k$ near its Fermi level: if only $k<0.56\ \mathrm{nm^{-1}}$ is available, about a third of this direct current remains.

*Unequal contacts.* If the prefactors are $a$ on the left and $b$ on the right, the product $r_Lr_R=ab\,e^{-2\kappa d}$ is still independent of $x$, so the optimum is still at equal rates:

$$
ae^{-2\kappa x}=be^{-2\kappa(d-x)}
\quad\Rightarrow\quad
x=\frac d2+\frac{\ln(a/b)}{4\kappa},
$$

provided this point lies inside the barrier. The best trap moves away from the better contact. A ratio of 100 moves it from 2.00 to 2.41 nm.

*Larger bias.* For an electron held at fixed energy, the barrier above it falls as $\phi-qVs/d$. The rates are equal where the integral of the local decay constant is the same on both sides. With $v=qV/\phi$, integrating $\sqrt{1-vs/d}$ from 0 to $x$ and setting the result to half the total gives

$$
\left(1-\frac{vx}{d}\right)^{3/2}=\frac{1+(1-v)^{3/2}}2 .
$$

At 10 mV the solution is 1.999 nm. At 1 V, a field of 2.5 MV/cm, it is 1.83 nm. The low-bias thermal factor no longer applies there, and trap levels at different depths shift by different amounts relative to the electrodes.

*Trap energy.* Since $d\kappa/d\phi=\kappa/2\phi$, raising the level increases the logarithm of the central rate by $\kappa d/2\phi=2.8$ per eV. Well above the Fermi level, the thermal factor $f(1-f)$ lowers it by $1/kT=38.7$ per eV. The useful traps therefore lie within a few $kT$ of the Fermi level, provided both electrodes have states there. If the Fermi level lies in the gap of a semiconducting channel, elastic hops are possible only at energies inside the channel's bands, and the useful traps lie within a few $kT$ of the band edge instead.

*Two-trap chains.* Three hops of length $d/3$ have a series rate $\tfrac13r_0e^{-2\kappa d/3}$, which is $\tfrac23e^{\kappa d/3}\approx28$ times that of one central trap. But the second trap must be well placed. Sideways displacement $\rho$ lengthens a hop of length $d/3$ by about $3\rho^2/2d$, which restricts the partner to an area of about $\pi d/3\kappa$; allowing a depth $1/\kappa$ gives a volume $\pi d/3\kappa^2$. For an assumed $10^{19}$ traps per $\mathrm{cm^3}$ spread over 0.5 eV, with a partner required within $kT$, about $3\times10^{-4}$ partners are expected. Multiplying by the gain of 28 gives roughly 1 percent, but this counts only the best-placed pairs, and less well placed pairs are far more numerous. Count as the pair contribution the extra current that the trap-to-trap link adds beyond the two separate one-trap paths, and give that link the same prefactor $r_0$ as the contacts. Integrating over both depths and the sideways displacement then raises the contribution to about 6 percent. If both trap energies may also vary, with phonons supplying the energy difference in the middle hop and a Boltzmann factor for uphill hops, it becomes about 27 percent. This figure depends on the assumed prefactor of the middle hop: it is about 8 percent for $0.1r_0$ and about 2 percent for $0.01r_0$. One-trap paths still lead at 4 nm, but the chains are not negligible. The gain of the best-placed chain grows as $e^{\kappa d/3}$, and the integrated share grows somewhat faster, because the volume open to the partner also grows with $d$. With varying trap energies, the same trap density and the prefactor $r_0$ for the middle hop, they draw level with the one-trap paths at a thickness of about 5 nm; a higher trap density lowers this thickness. The mid-barrier layer therefore describes the total trap leakage only while the insulator is thin enough, and clean enough, for one-trap paths to lead.

### Beside a real gate stack

The thickness, barrier and mass above are rough typical values for a thin HfO2 gate insulator. The bias of 10 mV is far below a usual gate voltage of order 1 V. A metal gate and a two-dimensional channel are also unlike contacts, so the assumption of equal prefactors is broken; a hundredfold difference, taken as an illustration, moves the optimum by 0.41 nm, close to the half-maximum width itself. Different work functions can also leave a built-in field at zero bias, so that the energy of a trap relative to the Fermi level depends on its depth. Suppose this field makes the trap level vary by 1 eV across the insulator, and the level lies 0.2 eV above the Fermi level at mid-barrier. With $\kappa$ kept fixed, the best depth then moves from 2.00 to about 1.3 nm, towards the side where the level is closer to the Fermi level. A broad, even spread of trap energies largely averages this shift out; a sharp defect level does not. In a real oxide the lattice also relaxes around a trapped charge, which can slow the hops strongly. If it multiplies all hop rates by one common factor, the current per trap falls by that factor and the depth profile stays the same. The absolute current given here is therefore an illustration of scale. Image forces, which reshape the barrier near the electrodes, are left out as well.

Numerical values quoted here were computed with a short program.
